# Line-of-sight flux at the bottom of a deep circular hole

## Question

A circular hole of diameter \(d=2R\) and depth \(L\) has straight walls and a flat bottom. Above it is a dilute gas of number density \(n\), temperature \(T\) and particle mass \(m\). At the mouth the gas is Maxwellian and arrives isotropically from the half-space above. Particles do not collide with one another inside the hole, and each one that touches the sidewall is lost there. Flux means arrivals per unit area and time, counted in one direction. The state is steady.

**(a)** Find the flux \(J_0\) on the plane of the mouth, in terms of the pressure \(p=nkT\).

**(b)** Find the flux \(J_b\) at the centre of the bottom relative to \(J_0\), for any \(L/d\) and then for \(L=10d\). Does it matter whether the bottom absorbs?

**(c)** Confirm the result by summing over the area of the mouth. Discuss shallow and deep holes.

**(d)** For a deep hole, find to leading order how the flux varies across the bottom. What fraction of the entering particles reaches the bottom when \(L=10d\)?

**(e)** Atomic hydrogen at 1 mTorr in molecular hydrogen at 100 mTorr, both at 500 K, enters a hole with \(d=100\) nm and \(L=1000\) nm. Find the fluxes at the mouth and at the bottom centre, and the time in which one atom arrives per surface site, for 10 sites per nm². Is the flow in the hole collisionless? Take a collision diameter of 0.25 nm.

**(f)** Suppose now that an atom is lost with probability \(s<1\) at each wall hit and otherwise leaves diffusely, with the cosine law. Write the balance that fixes the flux. Its numerical solution for \(L=10d\) and an absorbing bottom gives these values of \(J_b\), relative to perfect sticking:

| \(s\) | 0.99 | 0.9 | 0.5 | 0.3 | 0.1 | 0.01 |
|---|---|---|---|---|---|---|
| factor | 1.001 | 1.014 | 1.124 | 1.307 | 2.913 | 27.0 |

What do they say about the use of the result of (b)?

**(g)** Estimate the change in \(J_b/J_0\) when the wafer around the hole also consumes atoms, and when a conformal film 5 nm thick has grown. Return to perfectly sticking sidewalls for both.

## Model answers

### (a) The flux at the mouth

Let \(\theta\) be the angle between a particle's velocity and the inward normal of the mouth. In an isotropic gas, a fraction \(d\Omega/4\pi\) of the particles moves within the solid angle \(d\Omega\). Those with speed \(v\) cross unit area at the rate of their density times \(v\cos\theta\). Averaging over speeds gives

\[
dJ=\frac{n\bar v}{4\pi}\cos\theta\,d\Omega ,
\]

where \(\bar v\) is the mean speed. With \(d\Omega=2\pi\sin\theta\,d\theta\), the whole half-space contributes

\[
J_0=\frac{n\bar v}{4\pi}\,2\pi\int_0^{\pi/2}\sin\theta\cos\theta\,d\theta
=\frac{n\bar v}{2}\cdot\frac12=\frac{n\bar v}{4}.
\]

For the mean speed, set \(\alpha=m/2kT\). The Maxwell distribution and the integral \(\int_0^\infty v^3e^{-\alpha v^2}dv=1/(2\alpha^2)\) give

\[
\bar v=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}\frac{1}{2\alpha^2}
=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8kT}{\pi m}} .
\]

Inserting this and \(n=p/kT\),

\[
J_0=\frac{p}{4kT}\sqrt{\frac{8kT}{\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\]

### (b) The flux at the bottom centre

Consider the directions from which a particle can arrive at the bottom centre. The wall emits nothing, so the particle must have come straight from the mouth. Every straight line from a point of the mouth to the bottom centre is open, because its distance from the axis falls steadily from at most \(R\) to zero. The accepted directions therefore fill a cone about the axis with half-angle \(\theta_m\), where

\[
\tan\theta_m=\frac{R}{L}=\frac{d}{2L}.
\]

Without collisions or forces, the density of particles in position and velocity is constant along a trajectory. Inside the cone, the bottom centre thus sees the same directional distribution as the mouth. Outside the cone it sees none. The bottom is parallel to the mouth, so the factor \(\cos\theta\) is also the same, and

\[
J_b=\frac{n\bar v}{4\pi}\,2\pi\int_0^{\theta_m}\sin\theta\cos\theta\,d\theta
=\frac{n\bar v}{4}\sin^2\theta_m=J_0\sin^2\theta_m .
\]

Since \(\sin^2\theta=\tan^2\theta/(1+\tan^2\theta)\),

\[
\frac{J_b}{J_0}=\frac{R^2}{R^2+L^2}=\frac{1}{1+4(L/d)^2}.
\]

For \(L=10d\) the depth is 20 radii, so \(\tan\theta_m=1/20\) and \(\theta_m=2.86^\circ\). The result is

\[
\boxed{\frac{J_b}{J_0}=\frac{1}{1+20^2}=\frac{1}{401}=0.002494}
\]

The speed enters both fluxes through the same factor \(\bar v\), which cancels. The ratio depends on neither mass nor temperature, nor on the form of the speed distribution, provided that arrival is isotropic. Direct integration over velocities gives 0.0024938 both for a Maxwellian and for a distribution falling exponentially with speed.

It does not matter whether the bottom absorbs. A particle leaving a flat bottom travels upwards and either meets the wall, where it is lost, or escapes through the mouth. It cannot return to the bottom.

### (c) Sum over the mouth, and limits

Take a mouth element \(dA\) at distance \(\rho\) from the axis. Its distance from the bottom centre is \(r=\sqrt{L^2+\rho^2}\), and \(\cos\theta=L/r\). Seen from the bottom centre, the element is tilted by \(\theta\) and covers the solid angle \(d\Omega=\cos\theta\,dA/r^2\). Since \(n\bar v/4\pi=J_0/\pi\),

\[
dJ_b=\frac{J_0}{\pi}\cos\theta\,d\Omega=\frac{J_0}{\pi}\frac{L^2}{r^4}\,dA .
\]

One cosine comes from the receiving surface and the other from the tilted mouth element. With \(dA=2\pi\rho\,d\rho\) and \(u=\rho^2\),

\[
\frac{J_b}{J_0}=\int_0^{R^2}\frac{L^2\,du}{(L^2+u)^2}
=L^2\left[\frac1{L^2}-\frac1{L^2+R^2}\right]=\frac{R^2}{L^2+R^2},
\]

which agrees with (b).

For \(L\to0\) the ratio tends to 1, because the bottom then lies in the plane of the mouth. For \(L\gg R\) it tends to \(R^2/L^2=d^2/4L^2\), so doubling a large depth at fixed diameter reduces the flux about fourfold. At \(L=10d\) this limit gives \(1/400\), within 0.3 % of the full result. At 5 and 20 diameters the full formula gives \(1/101\) and \(1/1601\). The first of these is also what one would get at 10 diameters by putting \(d\) in place of \(R\) in \(R^2/(R^2+L^2)\).

### (d) Variation across the bottom

For a bottom point at distance \(a\) from the axis, let \(q\) be the sideways separation between that point and a mouth element. The argument of (c) holds with \(r^2=L^2+q^2\):

\[
\frac{J(a)}{J_0}=\frac1\pi\int\frac{L^2}{(L^2+q^2)^2}\,dA
\simeq\frac{1}{\pi L^2}\int\left(1-\frac{2q^2}{L^2}\right)dA .
\]

The expansion is valid because \(q\le2R\ll L\). Let \(\phi\) be the angle between the two position vectors drawn from the axis. Then \(q^2=a^2+\rho^2-2a\rho\cos\phi\). Over the disc the last term averages to zero and \(\rho^2\) averages to \(R^2/2\). The disc has area \(\pi R^2\), so

\[
\frac{J(a)}{J_0}\simeq\frac{R^2}{L^2}\left[1-\frac{R^2+2a^2}{L^2}\right].
\]

At \(a=0\) this agrees with the expansion of \(R^2/(R^2+L^2)\) to the same order. Relative to the centre, the flux at the edge is lower by \(2R^2/L^2=2/400\), or 0.5 %. The deposit from direct flight is thus nearly uniform across the bottom.

The mouth and the bottom have equal areas, so the fraction of entering particles that reaches the bottom equals the mean of \(J(a)/J_0\) over the bottom. The mean of \(a^2\) is \(R^2/2\), which gives

\[
\frac{R^2}{L^2}\left[1-\frac{2R^2}{L^2}\right]=\frac1{400}\left(1-\frac{2}{400}\right)\simeq0.00249 .
\]

About one particle in 400 reaches the bottom, and the sidewall takes the rest.

A simulation of \(4\times10^6\) straight flights from the mouth put 2560 of them within \(R/2\) of the bottom centre. That patch has a quarter of the area, so the flux ratio is \((2560/4\times10^6)/0.25=0.00256\), with a standard error of 0.00005. The expected patch average is 0.00249, and the difference is between one and two standard errors.

### (e) Atomic hydrogen

The partial pressure of the atoms is 0.1333 Pa and their mass is \(1.6735\times10^{-27}\) kg. At 500 K, \(kT=6.903\times10^{-21}\) J, so

\[
\sqrt{2\pi mkT}=8.520\times10^{-24}\ \mathrm{kg\,m\,s^{-1}},
\]

\[
J_0=\frac{0.1333}{8.520\times10^{-24}}\ \mathrm{m^{-2}s^{-1}}
=1.56\times10^{4}\ \mathrm{nm^{-2}s^{-1}} .
\]

At the bottom centre,

\[
J_b=\frac{1.565\times10^4}{401}\ \mathrm{nm^{-2}s^{-1}}=39\ \mathrm{nm^{-2}s^{-1}} .
\]

Ten atoms per nm² arrive in \(10/(1.565\times10^4)\) s \(=0.64\) ms at the mouth and in \(10/39.0\) s \(=0.26\) s at the bottom. These are times for arrival. If only some of the arriving atoms react, the reaction takes longer.

To test for collisions, let the molecules have density \(n_g\) and mass \(M=2m\), and let \(\sigma\) be the collision diameter. An atom collides at the rate \(n_g\pi\sigma^2\bar v_{\rm rel}\). Each component of the relative velocity is Gaussian with variance \(kT(1/m+1/M)\), compared with \(kT/m\) for the atom alone. Hence \(\bar v_{\rm rel}=\bar v\sqrt{1+m/M}=\bar v\sqrt{1.5}\), and the mean free path is

\[
\lambda=\frac{\bar v}{n_g\pi\sigma^2\bar v_{\rm rel}}
=\frac{1}{n_g\pi\sigma^2\sqrt{1.5}} .
\]

With \(n_g=13.33/(6.903\times10^{-21})=1.93\times10^{21}\) m⁻³ and \(\pi\sigma^2=1.96\times10^{-19}\) m², this gives \(\lambda=2.15\) mm, some 20,000 hole diameters. The chance of a collision over the depth is about \(L/\lambda=10^{-6}/(2.15\times10^{-3})\), or 0.05 %. The flow in the hole is collisionless.

Diffraction is also small. The thermal wavelength \(h/\sqrt{2\pi mkT}\) is 0.078 nm, which suggests an angular spread of order \(0.078/100\simeq8\times10^{-4}\) rad. The half-angle of the cone is 0.05 rad.

### (f) Walls that do not always absorb

Let \(P\) and \(Q\) be points on the surface of the hole. A wall element \(dA_Q\) receives the flux \(J(Q)\) and re-emits \((1-s)J(Q)\). With the cosine law, its intensity is \((1-s)J(Q)/\pi\) in every outward direction, just as the mouth has intensity \(J_0/\pi\). From \(P\), the element covers the solid angle \(\cos\alpha_Q\,dA_Q/r^2\), where \(r\) is the distance \(PQ\) and each \(\alpha\) is measured from the local normal. Therefore

\[
J(P)=J_{\rm dir}(P)+(1-s)\int_{\rm wall}J(Q)\,\frac{\cos\alpha_P\cos\alpha_Q}{\pi r^2}\,dA_Q ,
\]

where \(J_{\rm dir}\) is the flux straight from the mouth. This balance is for an absorbing bottom. A bottom that re-emits adds a similar integral over its own area to the flux on the wall. The balance must be solved for the wall flux first.

At the bottom centre the integral simplifies. By (b), a cone that meets the wall at height \(h\) above the bottom contains the fraction \(R^2/(R^2+h^2)\) of a full isotropic flux. The strip from \(h\) to \(h+dh\) fills the gap between two such cones, so

\[
J_b=\frac{J_0}{401}+(1-s)\int_0^L J(h)\,\frac{2R^2h}{(R^2+h^2)^2}\,dh .
\]

This form holds whether or not the bottom absorbs, because a flat bottom sends nothing directly to itself. As a check, let nothing be lost, at the wall or at the bottom. The gas in the hole is then in equilibrium with the gas outside, and \(J=J_0\) everywhere. The integral equals \(J_0(1-1/401)\), and the sum is \(J_0\), as required.

The added term is never negative. At fixed arrival at the mouth, the sticking-wall result is thus a lower limit to the flux at the bottom centre. The table shows how close a limit it is. At \(s=0.9\) the true flux in this model is 1.4 % higher, and at \(s=0.5\) it is 12 % higher. At \(s=0.1\) it is nearly three times as large, and at \(s=0.01\) it is 27 times as large. In the last two cases most of the atoms that arrive have touched the wall before, and the line-of-sight formula is no estimate of the flux.

For \(s=0.3\) the flux rises from 39 to \(1.307\times39.0=51\) nm⁻² s⁻¹. An independent random-walk calculation gives the factor \(1.311\pm0.007\), in agreement. If the bottom too absorbs only 30 % of its arrivals, the factor becomes 1.57, because atoms leaving the bottom can now return from the wall. The arriving flux is then 61 nm⁻² s⁻¹, of which \(0.3\times61=18\) nm⁻² s⁻¹ is absorbed. A larger arriving flux can thus go with a smaller uptake.

### (g) Loss on the wafer, and film growth

**Loss on the wafer.** If the wafer absorbs a fraction \(s_w\) of its arrivals, the gas just above it is depleted. Atoms moving along the normal come from farther away, where the gas is denser, so they are favoured. In the diffusion approximation the intensity is linear in \(\mu=\cos\theta\), with \(\mu>0\) towards the wafer: \(I=A+B\mu\). The arriving flux and the net flux fix the two constants:

\[
2\pi\int_0^1\mu(A+B\mu)\,d\mu=\pi A+\frac{2\pi B}{3}=J_0,
\]

\[
2\pi\int_{-1}^1\mu(A+B\mu)\,d\mu=\frac{4\pi B}{3}=s_wJ_0 .
\]

The second gives \(\pi B=\tfrac34s_wJ_0\), and the first then gives \(\pi A=J_0(1-\tfrac12s_w)\). Along the axis

\[
\pi I(1)=\pi(A+B)=J_0\left(1+\frac{s_w}{4}\right),
\]

whereas isotropic arrival has \(\pi I=J_0\). The cone of (b) is narrow, so at fixed \(J_0\) the flux at the bottom centre rises by nearly the factor \(1+s_w/4\). This is 7.5 % for \(s_w=0.3\) and 25 % for \(s_w=1\). The linear form is only approximate within a mean free path of an absorbing wall. The exact half-space solution for one speed and isotropic scattering gives 7.8 % and 26 % along the axis. The estimate needs a mean free path much larger than the hole and much smaller than the reactor. Loss on the wafer also lowers \(J_0\) itself below its value for the gas far away. In a reactor many mean free paths deep this drop can be the larger effect, but the ratio \(J_b/J_0\) does not show it.

**Film growth.** A conformal film of 5 nm reduces the diameter to 90 nm. The bottom and the top surface both rise by 5 nm, so the depth stays at 1000 nm. With \(R=45\) nm,

\[
\frac{J_b}{J_0}=\frac{1}{1+(1000/45)^2}=\frac1{494.8},
\]

which is 19 % below \(1/401\). This treats the rim as a sharp corner. A film of uniform thickness rounds the rim to a radius of 5 nm, and the cone tangent to that rim gives \(1/490\), or 18 % below.

**The real case.** The example stands for a hydrogen step from a remote plasma during the deposition of a metal. Its pressures, temperature and site density are rough values, as is a loss probability of 0.3 on metal. Hydrogen atoms recombine on metal walls, and this loss can continue in a steady state. A precursor that adsorbs until the surface is full is different: its wall loss fades as the wall fills, and the formula of (b) can then describe no more than the early part of a dose. Of the corrections to \(J_b/J_0\) worked out here, with the values chosen, the one for imperfect sticking is the largest. It moves the arriving flux by 31 % with an absorbing bottom and by 57 % with a bottom like the walls. These figures belong to \(s=0.3\) alone. The loss probability depends on the metal and on the state of its surface, and it can be well below 0.3. With an absorbing bottom the balance of (f) gives a factor of 1.6 at \(s=0.2\), 2.1 at \(s=0.14\) and 12 at \(s=0.03\). On oxide walls, where recombination is typically much weaker than on metals, the error is larger, as the small-\(s\) end of the table shows. Each correction was found with the others switched off, and their combined effect was not calculated.

## Table of computed values

```
GEOMETRY AND MAIN RESULT
depth/diameter: 10; depth/radius: 20
cone half-angle: 2.862 degrees
exact flux ratio: 1/401 = 0.0024938
ratio, Maxwell velocity integral: 0.0024938
ratio, exponential speed law: 0.0024938
ratio, sum over mouth area: 0.0024938
simulated flights: 4000000; hits within R/2: 2560
patch ratio simulated: 0.00256 +- 0.00005
patch ratio expected: 0.00249
depth/diameter 1: mouth/bottom = 5
depth/diameter 5: mouth/bottom = 101
depth/diameter 10: mouth/bottom = 401
depth/diameter 20: mouth/bottom = 1601
EXAMPLE: ATOMIC HYDROGEN
diameter: 100 nm; depth: 1000 nm
temperature: 500 K
H pressure: 1 mTorr; H2: 100 mTorr
H atom mass: 1.6735e-27 kg
H pressure in SI: 0.1333 Pa
flux at mouth: 1.5648e+04 per nm2 per s
flux at bottom centre: 39.02 per nm2 per s
site density: 10 per nm2
time for one atom per site, mouth: 0.639 ms
time for one atom per site, bottom: 256.3 ms
NEGLECTED EFFECTS
bottom-centre flux relative to sticking walls, absorbing bottom:
  wall loss probability 1.00: factor 1.000
  wall loss probability 0.99: factor 1.001
  wall loss probability 0.90: factor 1.014
  wall loss probability 0.50: factor 1.124
  wall loss probability 0.30: factor 1.307
  wall loss probability 0.10: factor 2.913
  wall loss probability 0.01: factor 27.037
backward walk, loss 0.3: factor 1.311 +- 0.007
same, bottom also re-emits: factor 1.572 +- 0.007
anisotropic arrival, wafer loss 0.3: factor 1.0749
anisotropic arrival, wafer loss 1: factor 1.2495
film thickness: 5 nm; new diameter: 90 nm
ratio after film: 1/494.8; change -19.0 %
H-H2 collision diameter: 0.25 nm
mean free path: 2.15 mm
mean free path/diameter: 21532
atoms colliding over the depth: 0.046 %
bottom edge against centre: -0.50 %
thermal wavelength: 0.0778 nm; over diameter: 7.8e-04
```
